# Final density of nuclei at constant nucleation rate and island speed: test program

```python
"""
Result under test: final density of real nuclei on an initially bare plane,
    N = Gamma(4/3) * (3/pi)**(1/3) * (J/g)**(2/3),
J = nucleation rate per bare area and cycle, g = radial island speed.
An attempt on covered area is a phantom and is not counted in N.
Lengths are in nm and times in deposition cycles.
The simulation accepts or rejects attempts one by one from geometry alone.
"""
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.special import gamma, gammainc

rng = np.random.default_rng(20417)
J = 1.0e-4          # nuclei per nm^2 and cycle, rough value
g = 0.05            # nm per cycle, rough value for iridium
BOX = 200.0         # side of the periodic simulation box, nm
CONSTANT = gamma(4 / 3) * (3 / np.pi) ** (1 / 3)


def final_density(rate, speed):
    return CONSTANT * (rate / speed) ** (2 / 3)


def time_unit(rate, speed):
    return (rate * speed**2) ** (-1 / 3)


def simulate(rate=J, speed=g, box=BOX, span=2.4, margin=0.0, lag=0.0,
             pulse=0.0, sites=np.inf, spread=0.0):
    """Return birth times, positions, speeds and the mask of real nuclei."""
    t_end = span * time_unit(rate, speed)
    birth = np.sort(rng.uniform(0, t_end, rng.poisson(rate * box**2 * t_end)))
    if np.isfinite(sites):      # unused sites become fewer with time
        birth = birth[rng.random(len(birth)) < np.exp(-rate * birth / sites)]
    if pulse > 0:               # all attempts of one pulse are simultaneous
        birth = np.floor(birth / pulse) * pulse
    n = len(birth)
    place = rng.uniform(0, box, (n, 2))
    speeds = speed * (1 + spread * rng.choice([-1.0, 1.0], n))
    real = np.zeros(n, bool)
    r_place, r_birth, r_speed = np.empty((n, 2)), np.empty(n), np.empty(n)
    m = 0
    for i in range(n):
        d = np.abs(r_place[:m] - place[i])
        d = np.minimum(d, box - d)
        radius = margin + r_speed[:m] * np.maximum(
            birth[i] - r_birth[:m] - lag, 0)
        if not np.any(d[:, 0]**2 + d[:, 1]**2 < radius**2):
            real[i] = True
            r_place[m], r_birth[m], r_speed[m] = place[i], birth[i], speeds[i]
            m += 1
    return birth, place, speeds, real


def covered(probes, birth, place, speeds, t, box=BOX):
    """Mark the probe points that lie inside at least one disc at time t."""
    dx = np.abs(probes[:, None, 0] - place[None, :, 0])
    dy = np.abs(probes[:, None, 1] - place[None, :, 1])
    dx, dy = np.minimum(dx, box - dx), np.minimum(dy, box - dy)
    radius = speeds * np.maximum(t - birth, 0)
    return np.any(dx**2 + dy**2 < radius**2, axis=1)


def mean_error(values):
    values = np.asarray(values, float)
    return values.mean(), values.std(ddof=1) / np.sqrt(len(values))


def simulated_density(boxes, **options):
    area = options.get("box", BOX) ** 2
    return mean_error([simulate(**options)[3].sum() / area
                       for _ in range(boxes)])


def agrees(simulated, expected):
    """Five standard errors, estimated from the scatter between boxes."""
    return abs(simulated[0] - expected) < 5 * simulated[1]


N = final_density(J, g)
T = time_unit(J, g)
length = (g / J) ** (1 / 3)

# Closed form against direct quadrature of the rate on bare area
N_quad = quad(lambda t: J * np.exp(-np.pi * J * g**2 * t**3 / 3), 0, 6 * T,
              epsabs=1e-13, epsrel=1e-11)[0]
assert abs(N_quad / N - 1) < 1e-8

# Main simulation: final count, intermediate count, coverage
t_mid = 120.0
finals, middles, covers = [], [], []
for _ in range(50):
    b, p, v, real = simulate()
    finals.append(real.sum() / BOX**2)
    middles.append((real & (b < t_mid)).sum() / BOX**2)
    probes = rng.uniform(0, BOX, (500, 2))
    covers.append(covered(probes, b[real], p[real], v[real], t_mid).mean())
sim_N, sim_mid, sim_cover = map(mean_error, (finals, middles, covers))
u_mid = np.pi * J * g**2 * t_mid**3 / 3
N_mid = N * gammainc(1 / 3, u_mid)
cover_mid = 1 - np.exp(-u_mid)
assert agrees(sim_N, N) and sim_N[1] < 0.01 * N
assert agrees(sim_mid, N_mid)
assert agrees(sim_cover, cover_mid)

# Scaling with J and with g separately
sim_J8 = simulated_density(10, rate=8 * J, box=120.0)
sim_g8 = simulated_density(30, speed=8 * g)
assert agrees(sim_J8, final_density(8 * J, g))
assert agrees(sim_g8, final_density(J, 8 * g))

# Wrong closure: only real nuclei in the exponent (units J = g = 1)
wrong = solve_ivp(lambda t, y: [y[1], y[2], 2 * np.pi * np.exp(-y[0]),
                                np.exp(-y[0])],
                  (0, 5), [0, 0, 0, 0], rtol=1e-9, atol=1e-11).y[3, -1]
sim_constant = sim_N[0] / (J / g) ** (2 / 3)
assert abs(sim_constant - CONSTANT) < abs(sim_constant - wrong)

# Phantoms leave coverage unchanged at equal speeds, not at unequal speeds
changed = {}
for spread in (0.0, 0.3):
    changed[spread] = 0
    for _ in range(6):
        b, p, v, real = simulate(spread=spread)
        probes = rng.uniform(0, BOX, (1000, 2))
        with_all = covered(probes, b, p, v, T)
        with_real = covered(probes, b[real], p[real], v[real], T)
        changed[spread] += int(np.sum(with_all != with_real))
assert changed[0.0] == 0
assert changed[0.3] > 0


# Effects outside the ideal model
def margin_lower_limit(a):
    return quad(lambda t: J * np.exp(-np.pi * J * ((a + g * t)**3 - a**3)
                                     / (3 * g)), 0, 6 * T, epsabs=1e-12)[0]


def pulsed_density(step):
    k = np.arange(int(6 * T / step) + 2, dtype=float)
    squares = k * (k + 1) * (2 * k + 1) / 6
    return J * step * np.exp(-np.pi * J * g**2 * step**3 * squares).sum()


def site_limited_density(n_sites):
    w = J / n_sites

    def rate_on_bare(t):
        cone = t**2 / w - 2 * t / w**2 - 2 * np.expm1(-w * t) / w**3
        return J * np.exp(-w * t - np.pi * J * g**2 * cone)
    return quad(rate_on_bare, 0, 8 * T, epsabs=1e-11, limit=200)[0]


birth_radius, rim, lag, coarse = 0.3, 2.0, 20.0, 40.0
few_sites, many_sites = 0.05, 1.0
sim_rim = simulated_density(12, margin=rim)
low_rim = margin_lower_limit(rim)
assert low_rim - 5 * sim_rim[1] < sim_rim[0] < N + 5 * sim_rim[1]
sim_lag = simulated_density(12, lag=lag, span=2.8)
assert agrees(sim_lag, N + J * lag)
sim_pulse = simulated_density(12, pulse=coarse)
assert agrees(sim_pulse, pulsed_density(coarse))
sim_sites = simulated_density(12, sites=few_sites, span=3.0)
assert agrees(sim_sites, site_limited_density(few_sites))
sim_spread = simulated_density(12, spread=0.3)

t99 = (3 * np.log(100) / (np.pi * J * g**2)) ** (1 / 3)
real99 = N * gammainc(1 / 3, np.log(100))


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


def show_sim(label, pair):
    print(f"{label}: {pair[0]:.5f} +- {pair[1]:.5f} nm^-2")


def percent(value):
    return 100 * (value / N - 1)


show("Gamma(4/3)", gamma(4 / 3), digits=6)
show("(3/pi)^(1/3)", (3 / np.pi) ** (1 / 3), digits=6)
show("constant C", CONSTANT, digits=6)
show("nucleation rate J", J, "nm^-2 cycle^-1")
show("radial speed g", g, "nm/cycle")
show("J/g", J / g, "nm^-3")
show("natural length", length, "nm")
show("natural time", T, "cycles")
show("final density N", N, "nm^-2")
show("final density N", N * 1e14, "cm^-2")
show("spacing 1/sqrt(N)", N**-0.5, "nm")
show("cycles to 99 % coverage", t99, "cycles")
show("oldest island radius then", g * t99, "nm")
show("all attempts by then", J * t99, "nm^-2")
show("real nuclei by then", real99, "nm^-2")
show("phantoms by then", J * t99 - real99, "nm^-2")
show("phantom share by then", 100 * (1 - real99 / (J * t99)), "%", 3)
show_sim("simulated N", sim_N)
show("simulated constant", sim_constant)
show("constant, real nuclei only in exponent", wrong)
show("intermediate time", t_mid, "cycles")
show("density then, formula", N_mid, "nm^-2")
show_sim("density then, simulated", sim_mid)
show("coverage then, formula", cover_mid)
print(f"coverage then, simulated: {sim_cover[0]:.4f} +- {sim_cover[1]:.4f}")
show("N at 8J, formula", final_density(8 * J, g), "nm^-2")
show_sim("N at 8J, simulated", sim_J8)
show("N at 8g, formula", final_density(J, 8 * g), "nm^-2")
show_sim("N at 8g, simulated", sim_g8)
print("probes changed by phantoms, equal speeds:", changed[0.0], "of 6000")
print("probes changed, speeds 0.7g and 1.3g:", changed[0.3], "of 6000")
show("birth radius", birth_radius, "nm")
show("largest change from it", percent(margin_lower_limit(birth_radius)),
     "%", 3)
show("denuded rim", rim, "nm")
show("N with rim, lower limit", low_rim, "nm^-2")
show_sim("N with rim, simulated", sim_rim)
show("change from rim, simulated", percent(sim_rim[0]), "%", 3)
show("growth lag", lag, "cycles")
show("N with lag, formula", N + J * lag, "nm^-2")
show_sim("N with lag, simulated", sim_lag)
show("change from lag", percent(N + J * lag), "%", 3)
show("change from one-cycle pulses", percent(pulsed_density(1.0)), "%", 3)
show("coarse pulse interval for test", coarse, "cycles")
show("N with coarse pulses, formula", pulsed_density(coarse), "nm^-2")
show_sim("N with coarse pulses, simulated", sim_pulse)
show("few sites", few_sites, "nm^-2")
show("N with few sites, formula", site_limited_density(few_sites), "nm^-2")
show_sim("N with few sites, simulated", sim_sites)
show("change from few sites", percent(site_limited_density(few_sites)),
     "%", 3)
show("many sites", many_sites, "nm^-2")
show("change from many sites", percent(site_limited_density(many_sites)),
     "%", 3)
show_sim("N with speeds 0.7g and 1.3g, simulated", sim_spread)
show("change from unequal speeds", percent(sim_spread[0]), "%", 2)
show("factor in N when J doubles", final_density(2 * J, g) / N)
print("tests ok")
```

Running it gives:

```
Gamma(4/3): 0.89298
(3/pi)^(1/3): 0.984745
constant C: 0.879357
nucleation rate J: 0.0001 nm^-2 cycle^-1
radial speed g: 0.05 nm/cycle
J/g: 0.002 nm^-3
natural length: 7.937 nm
natural time: 158.7 cycles
final density N: 0.01396 nm^-2
final density N: 1.396e+12 cm^-2
spacing 1/sqrt(N): 8.464 nm
cycles to 99 % coverage: 260.1 cycles
oldest island radius then: 13 nm
all attempts by then: 0.02601 nm^-2
real nuclei by then: 0.01394 nm^-2
phantoms by then: 0.01206 nm^-2
phantom share by then: 46.4 %
simulated N: 0.01395 +- 0.00006 nm^-2
simulated constant: 0.8785
constant, real nuclei only in exponent: 0.897
intermediate time: 120 cycles
density then, formula: 0.0108 nm^-2
density then, simulated: 0.01075 +- 0.00006 nm^-2
coverage then, formula: 0.3639
coverage then, simulated: 0.3655 +- 0.0036
N at 8J, formula: 0.05584 nm^-2
N at 8J, simulated: 0.05574 +- 0.00033 nm^-2
N at 8g, formula: 0.00349 nm^-2
N at 8g, simulated: 0.00343 +- 0.00005 nm^-2
probes changed by phantoms, equal speeds: 0 of 6000
probes changed, speeds 0.7g and 1.3g: 5 of 6000
birth radius: 0.3 nm
largest change from it: -4.29 %
denuded rim: 2 nm
N with rim, lower limit: 0.01014 nm^-2
N with rim, simulated: 0.01016 +- 0.00007 nm^-2
change from rim, simulated: -27.2 %
growth lag: 20 cycles
N with lag, formula: 0.01596 nm^-2
N with lag, simulated: 0.01611 +- 0.00015 nm^-2
change from lag: 14.3 %
change from one-cycle pulses: 0.000517 %
coarse pulse interval for test: 40 cycles
N with coarse pulses, formula: 0.01408 nm^-2
N with coarse pulses, simulated: 0.01400 +- 0.00013 nm^-2
few sites: 0.05 nm^-2
N with few sites, formula: 0.01225 nm^-2
N with few sites, simulated: 0.01213 +- 0.00015 nm^-2
change from few sites: -12.2 %
many sites: 1 nm^-2
change from many sites: -0.656 %
N with speeds 0.7g and 1.3g, simulated: 0.01364 +- 0.00012 nm^-2
change from unequal speeds: -2.3 %
factor in N when J doubles: 1.587
tests ok
```
